# DC self-bias of an asymmetric radiofrequency discharge from voltage extrema

## Problem

A plasma fills the gap between two metal electrodes. One electrode is grounded. The other is driven through a blocking capacitor, which passes the radiofrequency current but no steady current. The voltage of the powered electrode, measured against ground, is

$$
V(t)=\phi(t)+\eta ,
$$

where $\phi(t)$ has zero time average and $\eta$ is a constant, the dc self-bias. Here $\phi(t)=\phi_0\cos\omega t$ with $\phi_0=200$ V.

A positively charged sheath separates the plasma from each electrode. Let $u_p(t)$ and $u_g(t)$ be the voltages by which the plasma lies above the powered and the grounded electrode. Both are positive or zero. Their largest values in a period are $U_p$ and $U_g$, and the symmetry parameter is

$$
\varepsilon=\frac{U_g}{U_p}=0.5 .
$$

(a) Estimate the self-bias from scaling and limiting cases.

(b) Derive it from the extrema of the applied voltage, assuming that each sheath collapses completely once per period and that the plasma between the sheaths carries no voltage. Find also $U_p$ and $U_g$.

(c) How far do incomplete collapse and the voltage across the plasma move the result in a discharge of realistic size?

## First estimate by scaling

If the electron temperature, expressed as a voltage, is small compared with $\phi_0$, and the voltage across the plasma is neglected, the drive amplitude is the only voltage scale left. The bias must then have the form

$$
\eta=\phi_0 f(\varepsilon),
$$

with a dimensionless function $f$. Two of its values follow without calculation.

For two identical electrodes $\varepsilon=1$. A shift by half a period turns $\cos\omega t$ into $-\cos\omega t$, which is the same as exchanging the electrodes. The exchange reverses the sign of $V$, and hence of $\eta$, but the discharge is unchanged. Therefore $\eta=-\eta$, and $f(1)=0$.

For $\varepsilon\to0$ the grounded sheath carries a negligible voltage, so the plasma stays at ground potential. The powered electrode cannot rise appreciably above the plasma, because it would then draw a large electron current. In the idealized limit its highest voltage is zero, so $\phi_0+\eta=0$ and $f(0)=-1$.

The simplest function through these two points is a straight line:

$$
f_{\text{est}}(\varepsilon)=-(1-\varepsilon).
$$

For $\varepsilon=0.5$ it gives

$$
\eta_{\text{est}}=-(1-0.5)\times200\ \text{V}=-100\ \text{V}.
$$

The sign and the order of magnitude rest on the limits. The factor 0.5 rests on the assumed straight line and has yet to be justified.

## Solution from the extrema

### Voltage balance

Go from ground to the powered electrode through the discharge. The potential rises by $u_g$ on entering the plasma and falls by $u_p$ on leaving it. With no voltage across the plasma itself,

$$
\phi(t)+\eta=u_g(t)-u_p(t). \tag{1}
$$

The minus sign appears because both sheath voltages are counted from electrode to plasma. Averaging (1) over a period gives $\eta=\langle u_g\rangle-\langle u_p\rangle$: a negative bias means that the powered sheath has the larger mean voltage.

### Why both sheaths must nearly collapse

The blocking capacitor allows no dc current. Over a period each electrode must therefore collect as many electrons as singly charged positive ions. Take a steady ion flux $\Gamma_i$ and an electron flux reduced by a Boltzmann factor, $\Gamma_{e}e^{-u/T_e}$, where $T_e$ is the electron temperature in volts. The balance is

$$
\Gamma_i=\Gamma_e\left\langle e^{-u/T_e}\right\rangle .
$$

With a constant sheath voltage $V_f$, the dc floating voltage, the same balance reads $\Gamma_i=\Gamma_e e^{-V_f/T_e}$. Hence

$$
\left\langle e^{-u/T_e}\right\rangle=e^{-V_f/T_e}. \tag{2}
$$

A varying quantity exceeds its own average at some time. So $e^{-u/T_e}$ at some time exceeds $e^{-V_f/T_e}$, which means that $u$ falls below $V_f$. This holds for both sheaths. If $V_f\ll\phi_0$, both voltages come close to zero on the scale of the drive.

### When they collapse

Suppose that the ion density $n$ in a sheath is uniform and that electrons are absent from it. For a sheath of width $s$ and area $A$, Gauss's law gives a field $ens/\epsilon_0$ at the electrode, falling linearly to zero at the plasma edge. The voltage is the area of this triangle, $u=ens^2/(2\epsilon_0)$. The sheath charge is $Q=ensA$, so $s=Q/(enA)$ and

$$
u=\frac{Q^2}{2e\epsilon_0 nA^2}. \tag{3}
$$

Write this as $u_p=c_pQ_p^2$ and $u_g=c_gQ_g^2$. Within a period the sum $Q_p+Q_g=Q_t$ is nearly constant, since the rf current mainly moves charge from one sheath to the other. Equation (1) becomes

$$
V=c_gQ_g^2-c_p(Q_t-Q_g)^2,
$$

and its derivative is

$$
\frac{dV}{dQ_g}=2c_gQ_g+2c_p(Q_t-Q_g)>0 .
$$

The voltage therefore rises with $Q_g$. At the maximum of $V$ the grounded sheath is widest and the powered sheath narrowest. At the minimum of $V$ the roles are exchanged.

### The bias

Let $\phi_{\max}$ and $\phi_{\min}$ be the extrema of $\phi$. At the maximum set $u_p=0$ and $u_g=U_g$ in (1); at the minimum set $u_g=0$ and $u_p=U_p$:

$$
\phi_{\max}+\eta=U_g, \tag{4}
$$

$$
\phi_{\min}+\eta=-U_p. \tag{5}
$$

By definition $U_g=\varepsilon U_p$. Equation (5) gives $U_p=-(\phi_{\min}+\eta)$, so (4) becomes

$$
\phi_{\max}+\eta=-\varepsilon(\phi_{\min}+\eta).
$$

Collect the terms containing $\eta$ on the left:

$$
(1+\varepsilon)\eta=-\phi_{\max}-\varepsilon\phi_{\min},
$$

$$
\boxed{\eta=-\frac{\phi_{\max}+\varepsilon\phi_{\min}}{1+\varepsilon}} \tag{6}
$$

For the sinusoid $\phi_{\max}=\phi_0$ and $\phi_{\min}=-\phi_0$, and therefore

$$
\eta=-\phi_0\frac{1-\varepsilon}{1+\varepsilon}
=-200\ \text{V}\times\frac{0.5}{1.5}=-66.7\ \text{V}. \tag{7}
$$

The sheath maxima follow from (4) and (5):

$$
U_g=200\ \text{V}-66.7\ \text{V}=133.3\ \text{V},
$$

$$
U_p=200\ \text{V}+66.7\ \text{V}=266.7\ \text{V}.
$$

Their ratio is 0.5, as required. Their sum is 400 V, the peak-to-peak drive voltage, as subtracting (5) from (4) demands.

## Comparison of estimate and solution

The estimate of $-100$ V has the right sign, but its magnitude is 50% too large relative to the solution. From (7),

$$
\frac{\eta_{\text{est}}}{\eta}
=\frac{1-\varepsilon}{(1-\varepsilon)/(1+\varepsilon)}=1+\varepsilon .
$$

The two agree for $\varepsilon\to0$. Near $\varepsilon=1$ both vanish, but the estimate approaches zero with twice the correct slope.

The straight line missed a symmetry. Exchanging the names of the electrodes replaces $\varepsilon$ by $1/\varepsilon$ and reverses the bias of a sinusoidally driven discharge, so $f(1/\varepsilon)=-f(\varepsilon)$ is required. The solution obeys this:

$$
-\frac{1-1/\varepsilon}{1+1/\varepsilon}
=-\frac{\varepsilon-1}{\varepsilon+1}
=+\frac{1-\varepsilon}{1+\varepsilon}.
$$

The line does not: $f_{\text{est}}(2)=1$, whereas $-f_{\text{est}}(0.5)=0.5$. In the solution, the denominator $1+\varepsilon$ comes from the bias entering both extremum conditions. Making $\eta$ more negative lowers $U_g$ and raises $U_p$ at the same time, so a smaller bias suffices to produce a given ratio.

## Incomplete collapse

Let $r_p$ be the voltage left across the powered sheath at the positive extremum, and $r_g$ that left across the grounded sheath at the negative one. Neglect any small delay between the extrema of $V$ and the sheath maxima. Equation (1) now gives

$$
\phi_{\max}+\eta=U_g-r_p,\qquad
\phi_{\min}+\eta=r_g-U_p .
$$

The second relation gives $U_p=r_g-\phi_{\min}-\eta$. Inserting $U_g=\varepsilon U_p$ in the first,

$$
\phi_{\max}+\eta+r_p=\varepsilon(r_g-\phi_{\min}-\eta),
$$

$$
\eta=-\frac{\phi_{\max}+\varepsilon\phi_{\min}}{1+\varepsilon}
+\frac{\varepsilon r_g-r_p}{1+\varepsilon}. \tag{8}
$$

The two residual voltages act in opposite directions and partly cancel.

To find them, consider a discharge with round parameters: frequency 13.56 MHz, $T_e=3.0$ V (an electron temperature of 3.0 eV), ion mass $M=40$ u, and ion density $3.0\times10^9$ cm$^{-3}$ in both sheaths. The ions leave the plasma at the Bohm speed, so $\Gamma_i=n\sqrt{eT_e/M}$. The random electron flux is $\Gamma_e=\tfrac14 n\sqrt{8eT_e/(\pi m)}$, with $m$ the electron mass. Their ratio gives

$$
V_f=T_e\ln\frac{\Gamma_e}{\Gamma_i}
=T_e\ln\sqrt{\frac{M}{2\pi m}}=14.0\ \text{V}.
$$

The charge in two sheaths obeying (3) was followed through the period with these fluxes, and the bias was determined by the condition of zero dc current, without using (6). The area ratio was adjusted until the computed sheath maxima gave $\varepsilon=0.500$. The resulting bias is $-68.5$ V, which before rounding is 1.9 V more negative than the ideal value, or 3% of it.

The residual voltages are $r_p=7.1$ V and $r_g=8.8$ V, both below $V_f$. Equation (8) predicts a shift of

$$
\frac{0.5\times8.8-7.1}{1.5}\ \text{V}=-1.8\ \text{V},
$$

which accounts for nearly all of the difference. The grounded residual is the larger of the two, but it enters with weight $\varepsilon$, so the powered residual decides the sign.

The sheath maxima change more than the bias. They become 138.7 V and 277.3 V, because each sheath must also balance the voltage left across the other.

Equation (6) can also be used in reverse. Solving it for the symmetry parameter gives $\varepsilon=-(\phi_{\max}+\eta)/(\phi_{\min}+\eta)$. A bias of $-68.5$ V would then be read as

$$
\varepsilon=\frac{200-68.5}{200+68.5}=0.49,
$$

2% below the value of 0.50 in the model.

## Voltage across the plasma

Let $b(t)$ be the potential at the plasma edge of the powered sheath minus that at the grounded one. It adds to the right side of (1). With complete collapse, the extremum conditions are $\phi_{\max}+\eta=U_g+b_{\max}$ and $\phi_{\min}+\eta=-U_p+b_{\min}$, where the subscripts label the extremum of $\phi$. These are (4) and (5) with $\phi_{\max}$ replaced by $\phi_{\max}-b_{\max}$ and $\phi_{\min}$ by $\phi_{\min}-b_{\min}$. Equation (6) therefore acquires the extra term

$$
\Delta\eta=\frac{b_{\max}+\varepsilon b_{\min}}{1+\varepsilon}. \tag{9}
$$

To estimate $b$, count the field $E$, the electron velocity $v$ and the current density $j$ as positive from the powered towards the grounded electrode. For a uniform field in a plasma of length $L$ this gives $b=EL$. Use the equation of motion of the electrons, $m\dot v=-eE-m\nu v$, with collision rate $\nu$. The current density is $j=-en_bv$, where $n_b$ is the electron density of the plasma. Multiplying the equation of motion by $-en_b/m$ gives $\dot j=e^2n_bE/m-\nu j$. Solving for $E$ and multiplying by the plasma length $L$,

$$
b=\frac{mL}{e^2n_b}\left(\frac{dj}{dt}+\nu j\right).
$$

Take $n_b=5.0\times10^9$ cm$^{-3}$, $L=3.0$ cm and $\nu=5.0\times10^7$ s$^{-1}$, and use the current density at the powered electrode along the whole length. The computed current then gives $b_{\max}=-1.44$ V and $b_{\min}=0.77$ V, so that

$$
\Delta\eta=\frac{-1.44+0.5\times0.77}{1.5}\ \text{V}\approx-0.7\ \text{V}.
$$

This is 1% of the ideal bias. It is an estimate made after the sheath calculation, not a self-consistent correction. Including $b$ in the voltage balance at fixed $\varepsilon$ gives a shift of about $-0.8$ V. At fixed current, the magnitude of $b$ is proportional to the plasma length and inversely proportional to the electron density.

## What the symmetry parameter contains

For equal ion densities in the two sheaths, (3) gives

$$
\varepsilon=\left(\frac{A_p}{A_g}\right)^2
\left(\frac{Q_{g,\max}}{Q_{p,\max}}\right)^2 . \tag{10}
$$

It is tempting to set the charge factor to one. In the model, however, $\varepsilon=0.500$ required $A_p/A_g=0.636$, whose square is 0.405. Inserting 0.405 in (7) would give

$$
-200\ \text{V}\times\frac{0.595}{1.405}=-85\ \text{V},
$$

which differs by 18 V from the ideal bias for $\varepsilon=0.5$. This is far larger than the corrections to (6) itself.

The residual voltages explain most of the charge factor. By (3), charge varies as the square root of voltage, so the fraction of its maximum charge that each sheath retains at collapse is

$$
\frac{Q_{p,\min}}{Q_{p,\max}}=\sqrt{\frac{7.1}{277.3}}=0.16,\qquad
\frac{Q_{g,\min}}{Q_{g,\max}}=\sqrt{\frac{8.8}{138.7}}=0.25 .
$$

If the total charge is the same at both extrema, $Q_{g,\max}+Q_{p,\min}=Q_{p,\max}+Q_{g,\min}$. Hence $Q_{g,\max}(1-0.25)=Q_{p,\max}(1-0.16)$, and the charge ratio is $0.84/0.75=1.12$. Equation (10) then gives $0.405\times1.12^2=0.51$, close to 0.500. A residual of a few volts is small as a voltage but not as a charge. These fractions depend on the electron-free law (3), which is poor at collapse, where $u$ is only 2 to 3 times $T_e$. If Boltzmann electrons are allowed into the sheath, so that $Q^2\propto u-T_e(1-e^{-u/T_e})$, the fractions fall to 0.13 and 0.21 and the area ratio needed for $\varepsilon=0.500$ rises to 0.642. The bias at that $\varepsilon$ changes by less than 0.1 V.

At higher amplitude the residuals should matter less. With the area ratio, densities and temperature held fixed, raising the amplitude to 800 V gives $\varepsilon=0.450$, nearer to 0.405. The model bias is $-305.4$ V, and (6) with the computed $\varepsilon$ gives $-303.7$ V. The difference is 0.6% of the formula value, compared with 3% at 200 V. In a real discharge the density would generally change with the amplitude too.

## A second case: unequal extrema

Equation (6) contains the extrema, not the amplitude, and so predicts a bias even for equal electrodes when the waveform is lopsided. Take

$$
\phi(t)=100\ \text{V}\,(\cos\omega t+\cos2\omega t).
$$

The maximum is 200 V, at $\omega t=0$. Setting the derivative to zero gives $\sin\omega t\,(1+4\cos\omega t)=0$. The minimum lies at $\cos\omega t=-1/4$, where $\cos2\omega t=2/16-1=-7/8$, so $\phi_{\min}=-112.5$ V. If $\varepsilon$ were 1, the bias would be

$$
\eta=-\frac{200-112.5}{2}\ \text{V}=-44\ \text{V}.
$$

The sheath model with equal areas gives $\varepsilon=1.090$ instead. Equation (6) with this value predicts $-37.1$ V, and the zero-current condition gives $-35.3$ V. The difference is again about 2 V, now positive, which by (8) means that $\varepsilon r_g$ exceeds $r_p$. This waveform has two minima per period with different residuals. In (8), $r_g$ must be taken at the first, where $u_p$ is largest. There $r_g=9.4$ V, and with $r_p=6.6$ V the predicted shift is $+1.8$ V. For a sinusoid and equal areas the model bias vanishes, as the symmetry argument requires.

## Relation to a plasma etcher

The parameters are roughly those of a low-pressure parallel-plate etcher: a drive at 13.56 MHz, an amplitude of some hundreds of volts and an electron temperature of a few electronvolts. The density is towards the low end for such devices. The sheaths are idealized: ions that accelerate freely towards an electrode thin out on the way, so their density is not uniform as (3) assumes. This alters the numbers of the sheath model, whereas (6) does not depend on the exact form of (3). Where the chamber wall acts as part of the grounded electrode, the area ratio can be well below 0.636; $\varepsilon$ is then smaller and the bias closer to $-\phi_0$. Real plasmas also break the assumption of equal sheath densities. By (3), $\varepsilon$ is proportional to the density ratio $n_p/n_g$ at fixed areas and charges. If the charges did not readjust, a density 20% higher at the powered sheath would raise $\varepsilon$ from 0.5 to 0.6 and change the ideal bias from $-66.7$ V to $-200\times0.4/1.6=-50$ V. The uncertainty in $\varepsilon$ can thus outweigh the corrections in (8) and (9).

For the ions striking the powered electrode, the bias is not the accelerating voltage. In the model the mean sheath voltages are 126.9 V at the powered and 58.4 V at the grounded electrode; their difference reproduces the bias of $-68.5$ V. The ion plasma frequency is 0.134 of the drive frequency, so the ions respond mainly to the mean field. Singly charged ions that cross the powered sheath without collisions therefore arrive with a mean energy of about 130 eV, nearly twice what the bias alone would suggest. Individual energies spread from about 110 to 150 eV, depending on the phase of entry. Collisions in the sheath would lower the mean, and they are not rare here. In argon the electron collision rate assumed above corresponds roughly to a pressure of 1 to 2 Pa, where the ion mean free path is a few millimetres, comparable with the maximum sheath width of about 3 mm.

## Computed values

```
INPUTS
rf amplitude: 200.0 V
symmetry parameter: 0.5
frequency: 13.56 MHz
electron temperature: 3.0 eV
sheath ion density: 3.0 10^9 cm^-3
ion mass: 40.0 u
bulk electron density: 5.0 10^9 cm^-3
bulk length: 3.0 cm
electron collision rate: 5.0 10^7 s^-1
IDEAL FORMULA
self-bias: -66.7 V
maximum grounded-sheath voltage: 133.3 V
maximum powered-sheath voltage: 266.7 V
sum of sheath maxima: 400.0 V
SHEATH MODEL, SAME SYMMETRY PARAMETER
area ratio powered/grounded: 0.636
squared area ratio: 0.405
computed symmetry parameter: 0.500
self-bias from zero dc current: -68.5 V
model minus ideal bias: -1.9 V
shift predicted from residual voltages: -1.8 V
powered residual at positive extremum: 7.1 V
grounded residual at negative extremum: 8.8 V
maximum grounded-sheath voltage in model: 138.7 V
maximum powered-sheath voltage in model: 277.3 V
mean powered-sheath voltage: 126.9 V
mean grounded-sheath voltage: 58.4 V
dc floating voltage: 14.0 V
OTHER CASES
equal electrodes, sinusoid: size of bias: 0.00 V
high-amplitude case: amplitude: 800.0 V
high-amplitude case: symmetry parameter: 0.450
high-amplitude case: model bias: -305.4 V
high-amplitude case: formula bias: -303.7 V
two harmonics, equal electrodes: amplitude of each: 100.0 V
two harmonics: symmetry parameter: 1.090
two harmonics: model bias: -35.3 V
two harmonics: formula bias: -37.1 V
NEGLECTED EFFECTS
bulk drop at positive extremum: -1.44 V
bulk drop at negative extremum: 0.77 V
estimated bias shift from bulk: -0.71 V
ion plasma frequency / rf frequency: 0.134
```
